**Threshold current and output power of a quantum-well laser**

The program tests $I_{th}=qVN_{th}/(\eta_i\tau)$ and $P=\eta_i\,\alpha_m/(\alpha_m+\alpha_i)\,(hc/q\lambda)(I-I_{th})$ for continuous operation. Here $V$ is the total well volume, $N_{th}$ the threshold carrier density, $\tau$ the carrier lifetime at threshold, $\eta_i$ the injection efficiency, $\alpha_m$ the mirror loss, $\alpha_i$ the internal loss, $\lambda$ the wavelength and $P$ the power from both facets. Propagating both waves through thin slices of the cavity, it asserts that the threshold gain and the escaping fraction agree with the formulas within a relative error of $10^{-5}$. It also integrates rate equations that include spontaneous emission into the mode. Above threshold it asserts that the carrier density is clamped within $10^{-4}$, and that the power, the slope and the extrapolated threshold agree with the formulas within $3\times10^{-4}$. Further assertions cover the unclamped density and weak emission at 6 mA, and the clearly different threshold obtained from the differential lifetime. The output shows a threshold current of 8.01 mA, a slope of 0.452 W/A and a total power of 9.94 mW at 30 mA.

## Numerical check

```python
"""
Result under test, for a quantum-well laser in continuous operation:
    I_th = q V N_th / (eta_i tau)
    P    = eta_i * a_m/(a_m + a_i) * h c/(q lambda) * (I - I_th),  I > I_th
V: total well volume, N_th: threshold carrier density, tau: carrier lifetime
at threshold (density divided by recombination rate), eta_i: injection
efficiency, a_m = ln(1/R)/L: mirror loss, a_i: internal loss, R: power
reflectivity of each facet, L: cavity length, P: power from both facets.
Independent roads: time integration of the rate equations, and propagation
of the forward and backward waves through thin slices of the cavity.
All quantities are in SI units.
"""
import numpy as np
from scipy.constants import c, e as q, h
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Chosen laser parameters
n_wells, well_thickness, stripe_width, length = 3, 8e-9, 2e-6, 500e-6
N_th, tau, eta_i = 2.5e24, 1.5e-9, 0.8
reflectivity, a_i, wavelength, I_drive = 0.3, 1000.0, 1.55e-6, 30e-3

# Derived formulas
volume = n_wells * well_thickness * stripe_width * length
carriers_th = volume * N_th
I_th = q * carriers_th / (eta_i * tau)
a_m = np.log(1 / reflectivity) / length
escape = a_m / (a_m + a_i)
photon_energy = h * c / wavelength
slope = eta_i * escape * photon_energy / q


def power_formula(current):
    return slope * (current - I_th)


P_drive = power_formula(I_drive)

# Test 1: threshold gain and escaping fraction from wave propagation
n_slices = 4000
dz = length / n_slices


def propagate(modal_gain):
    """Forward and backward power on the grid, starting from 1 at z = 0."""
    x = (modal_gain - a_i) * dz
    factor = (1 + x / 2) / (1 - x / 2)
    forward = np.cumprod(np.r_[1.0, np.full(n_slices, factor)])
    start_back = reflectivity * forward[-1]
    backward = np.cumprod(np.r_[start_back, np.full(n_slices, factor)])[::-1]
    return forward, backward


def round_trip_excess(modal_gain):
    forward, backward = propagate(modal_gain)
    return reflectivity * backward[0] - forward[0]


gain_num = brentq(round_trip_excess, 0.0, 20000.0, xtol=1e-8)
fwd, bwd = propagate(gain_num)
total = fwd + bwd
generated = gain_num * dz * (total.sum() - 0.5 * (total[0] + total[-1]))
emitted = (1 - reflectivity) * (fwd[-1] + bwd[0])
escape_num = emitted / generated
assert abs(gain_num / (a_m + a_i) - 1) < 1e-5
assert abs(escape_num / escape - 1) < 1e-5

# Test 2: rate equations with density-dependent recombination.
# The cubic coefficient is set so that the lifetime at N_th equals tau.
A_rec, B_rec = 1e8, 1e-16
C_rec = (1 / tau - A_rec - B_rec * N_th) / N_th**2
tau_diff = 1 / (A_rec + 2 * B_rec * N_th + 3 * C_rec * N_th**2)
v_group = c / 3.5
N_transparency = 1.5e24
beta = 1e-5            # share of spontaneous emission entering the mode
gain_scale = (a_m + a_i) / np.log(N_th / N_transparency)
S_unit, t_unit = 1e5, 1e-9


def steady_state(current):
    """Integrate from a weakly pumped start; return density and power."""
    def rates(t, y):
        N, S = y[0] * N_th, y[1] * S_unit
        modal_gain = gain_scale * np.log(N / N_transparency)
        stimulated = v_group * modal_gain * S
        recombination = volume * (A_rec * N + B_rec * N**2 + C_rec * N**3)
        dcarriers = eta_i * current / q - recombination - stimulated
        dphotons = (stimulated - v_group * (a_m + a_i) * S
                    + beta * volume * B_rec * N**2)
        return [dcarriers * t_unit / carriers_th, dphotons * t_unit / S_unit]

    sol = solve_ivp(rates, (0, 40), [0.5, 1 / S_unit], method="Radau",
                    rtol=1e-7, atol=1e-10)
    assert sol.success
    N, S = sol.y[0, -1] * N_th, sol.y[1, -1] * S_unit
    return N, photon_energy * v_group * a_m * S


currents = [6e-3, 20e-3, 30e-3, 40e-3]
states = [steady_state(current) for current in currents]

# Below threshold: density not yet clamped, hardly any power in the mode
assert states[0][0] < 0.97 * N_th
assert states[0][1] < 1e-3 * P_drive
# Above threshold: clamped density and the predicted power; the tolerance
# covers the spontaneous emission that the formula leaves out
for current, (N, P) in zip(currents[1:], states[1:]):
    assert abs(N / N_th - 1) < 1e-4
    assert abs(P / power_formula(current) - 1) < 3e-4
slope_num = (states[3][1] - states[1][1]) / (currents[3] - currents[1])
I_th_num = currents[1] - states[1][1] / slope_num
assert abs(slope_num / slope - 1) < 3e-4
assert abs(I_th_num / I_th - 1) < 3e-4
# The differential lifetime would give a clearly wrong threshold
I_th_wrong = q * carriers_th / (eta_i * tau_diff)
assert abs(I_th_wrong / I_th_num - 1) > 0.5

# Current budget at the drive current
missed = (1 - eta_i) * I_drive
recombined = eta_i * I_th
stimulated_current = eta_i * (I_drive - I_th)
escaped = stimulated_current * escape
lost_inside = stimulated_current - escaped

print("INPUTS")
print(f"number of wells: {n_wells}")
print(f"well thickness: {well_thickness:.1e} m")
print(f"stripe width: {stripe_width:.1e} m")
print(f"cavity length: {length:.1e} m")
print(f"threshold carrier density: {N_th:.2e} m^-3")
print(f"carrier lifetime at threshold: {tau:.2e} s")
print(f"injection efficiency: {eta_i:.2f}")
print(f"facet reflectivity: {reflectivity:.2f}")
print(f"internal loss: {a_i:.0f} m^-1")
print(f"wavelength: {wavelength:.2e} m")
print(f"drive current: {I_drive:.3e} A")
print(f"elementary charge: {q:.4e} C")
print(f"Planck constant: {h:.4e} J s")
print(f"speed of light: {c:.4e} m/s")
print("THRESHOLD")
print(f"active volume: {volume:.3e} m^3")
print(f"carriers in wells at threshold: {carriers_th:.3e}")
print(f"recombinations per second at threshold: {carriers_th/tau:.3e} s^-1")
print(f"threshold current: {I_th:.4e} A = {I_th*1e3:.3f} mA")
print(f"wrong value, eta_i left out: {eta_i*I_th:.4e} A")
print("POWER")
print(f"mirror loss: {a_m:.1f} m^-1")
print(f"escaping fraction: {escape:.4f}")
print(f"photon energy: {photon_energy:.4e} J")
print(f"photon energy / q: {photon_energy/q:.4f} V")
print(f"slope, both facets: {slope:.4f} W/A")
print(f"current above threshold: {I_drive-I_th:.4e} A")
print(f"total power: {P_drive:.4e} W = {P_drive*1e3:.3f} mW")
print(f"power per facet: {P_drive/2:.4e} W = {P_drive*5e2:.3f} mW")
print("CURRENT BUDGET AT DRIVE CURRENT")
print(f"misses the wells: {missed:.4e} A")
print(f"recombines without stimulated emission: {recombined:.4e} A")
print(f"stimulated emission: {stimulated_current:.4e} A")
print(f"  photons lost inside: {lost_inside:.4e} A")
print(f"  photons escaping: {escaped:.4e} A")
print("NUMERICAL CHECKS")
print(f"threshold modal gain, waves: {gain_num:.1f} m^-1")
print(f"threshold modal gain, formula: {a_m+a_i:.1f} m^-1")
print(f"escaping fraction, waves: {escape_num:.4f}")
for current, (N, P) in zip(currents, states):
    print(f"rate eqs, I={current:.1e} A: N/N_th={N/N_th:.5f}, P={P:.4e} W")
print(f"threshold from extrapolated power: {I_th_num:.4e} A")
print(f"slope from rate equations: {slope_num:.4f} W/A")
print(f"differential lifetime in test model: {tau_diff:.3e} s")
print(f"wrong threshold from that lifetime: {I_th_wrong:.4e} A")
print("no test failed")
```

Printed output:

```
INPUTS
number of wells: 3
well thickness: 8.0e-09 m
stripe width: 2.0e-06 m
cavity length: 5.0e-04 m
threshold carrier density: 2.50e+24 m^-3
carrier lifetime at threshold: 1.50e-09 s
injection efficiency: 0.80
facet reflectivity: 0.30
internal loss: 1000 m^-1
wavelength: 1.55e-06 m
drive current: 3.000e-02 A
elementary charge: 1.6022e-19 C
Planck constant: 6.6261e-34 J s
speed of light: 2.9979e+08 m/s
THRESHOLD
active volume: 2.400e-17 m^3
carriers in wells at threshold: 6.000e+07
recombinations per second at threshold: 4.000e+16 s^-1
threshold current: 8.0109e-03 A = 8.011 mA
wrong value, eta_i left out: 6.4087e-03 A
POWER
mirror loss: 2407.9 m^-1
escaping fraction: 0.7066
photon energy: 1.2816e-19 J
photon energy / q: 0.7999 V
slope, both facets: 0.4521 W/A
current above threshold: 2.1989e-02 A
total power: 9.9423e-03 W = 9.942 mW
power per facet: 4.9711e-03 W = 4.971 mW
CURRENT BUDGET AT DRIVE CURRENT
misses the wells: 6.0000e-03 A
recombines without stimulated emission: 6.4087e-03 A
stimulated emission: 1.7591e-02 A
  photons lost inside: 5.1618e-03 A
  photons escaping: 1.2429e-02 A
NUMERICAL CHECKS
threshold modal gain, waves: 3407.9 m^-1
threshold modal gain, formula: 3407.9 m^-1
escaping fraction, waves: 0.7066
rate eqs, I=6.0e-03 A: N/N_th=0.88150, P=4.2745e-08 W
rate eqs, I=2.0e-02 A: N/N_th=1.00000, P=5.4209e-03 W
rate eqs, I=3.0e-02 A: N/N_th=1.00000, P=9.9423e-03 W
rate eqs, I=4.0e-02 A: N/N_th=1.00000, P=1.4464e-02 W
threshold from extrapolated power: 8.0108e-03 A
slope from rate equations: 0.4521 W/A
differential lifetime in test model: 6.452e-10 s
wrong threshold from that lifetime: 1.8625e-02 A
no test failed
```
